# Current crowding and transfer length at staggered organic-transistor contacts, part 1

(Sections cited here and not found follow in the second part.)

## I. The distributed contact

### The result

In a staggered transistor the metal contact lies on one face of the semiconductor film, and the gate accumulates the channel on the opposite face. Current leaving the channel must therefore cross the film to reach the metal, and it can do so anywhere under the contact. The metal has length \(L_C\) along the channel direction and width \(W\) across it. The coordinate \(x\) runs from the edge facing the open channel, \(x=0\), to the far end, \(x=L_C\).

**Theorem 1.** Let the channel under the metal have sheet resistance \(R_k\), and let the path from channel to metal have contact resistivity \(r_c\), a resistance times an area. Under assumptions A1 to A4 below, the contact has the transfer length

\[
L_T=\sqrt{\frac{r_c}{R_k}}
\]

and the resistance

\[
R_C=\frac{\sqrt{r_cR_k}}{W}\coth\frac{L_C}{L_T}.
\]

Here \(R_C\) is the voltage between channel and metal at \(x=0\), divided by the total current through the contact. The voltage and the vertical current density are largest at that edge and fall towards the far end. This is current crowding.

The assumptions are these.

- **A1.** The state is steady, the metal is an equipotential, and nothing varies across the width.
- **A2.** \(R_k\) and \(r_c\) are constants: they depend neither on \(x\) nor on the local voltage or current.
- **A3.** Under the metal, lateral current flows in the accumulated sheet, and current in the film is vertical.
- **A4.** All current enters at \(x=0\), and none leaves the sheet through its far end.

A2 restricts the theorem to small voltages and an ohmic vertical path. A3 needs a film that conducts poorly compared with the channel. Part II gives both conditions a quantitative form.

Let \(V(x)\) be the potential of the channel minus that of the metal, and let \(I(x)\) be the current in the sheet, positive towards increasing \(x\). With \(V>0\), current flows from channel to metal, as at the source of an n-channel transistor. Reversing both signs describes the opposite contact. The equations below are linear, so the reversal leaves \(R_C\) unchanged.

### From the film to two differential equations

**Lemma 1.** If the film has thickness \(d\) and vertical conductivity \(\sigma_z\), and the interface between film and metal has resistivity \(r_i\), then

\[
r_c=r_i+\frac{d}{\sigma_z}.
\]

*Proof.* Let \(J\) be the vertical current density. By A3 no current leaves a vertical column sideways, so \(J\) is the same at every height. The field in the film is \(J/\sigma_z\), and its voltage drop is \(Jd/\sigma_z\). The interface adds \(Jr_i\). The sum is \(V\), so \(V=J(r_i+d/\sigma_z)=Jr_c\). ∎

The two parts of \(r_c\) have different origins. The first describes injection or extraction at the metal, and the second describes transport through the film. The current distribution along \(x\) depends on their sum, so it cannot by itself separate them.

**Lemma 2.** Sheet current and voltage obey

\[
\frac{dV}{dx}=-\frac{R_k}{W}I,
\qquad
\frac{dI}{dx}=-\frac{W}{r_c}V .
\]

*Proof.* A strip of the sheet of length \(dx\) and width \(W\) has resistance \(R_k\,dx/W\). Current flows towards lower potential, so

\[
V(x+dx)-V(x)=-I(x)\frac{R_k}{W}dx .
\]

Division by \(dx\) gives the first equation. The vertical current from the same strip is \(JW\,dx=VW\,dx/r_c\), by Lemma 1. In a steady state no charge accumulates, so this is the current lost by the sheet:

\[
I(x)-I(x+dx)=\frac{W}{r_c}V(x)\,dx .
\]

Division by \(dx\) gives the second equation. ∎

These equations contain the cause of crowding. Current in the sheet produces a voltage drop along \(x\), which leaves less voltage to drive vertical current farther in. If \(R_k\) were zero, \(V\) would be uniform and so would the vertical current.

### Proof of Theorem 1

Differentiate the first equation of Lemma 2 and insert the second:

\[
\frac{d^2V}{dx^2}
=-\frac{R_k}{W}\frac{dI}{dx}
=\frac{R_k}{r_c}V
=\frac{V}{L_T^2}.
\]

The general solution can be written about the far end as

\[
V(x)=A\cosh\frac{L_C-x}{L_T}
+B\sinh\frac{L_C-x}{L_T}.
\]

Its derivative is

\[
V'(x)=-\frac{A}{L_T}\sinh\frac{L_C-x}{L_T}
-\frac{B}{L_T}\cosh\frac{L_C-x}{L_T}.
\]

Since \(I(L_C)=0\), Lemma 2 requires \(V'(L_C)=0\). At that point the hyperbolic sine is zero and the hyperbolic cosine is one, so \(B=0\). Write \(V_0=V(0)\) and

\[
u=\frac{L_C}{L_T}.
\]

Then \(A=V_0/\cosh u\), and

\[
V(x)=V_0\frac{\cosh[(L_C-x)/L_T]}{\cosh u}.
\]

The current follows from \(I=-(W/R_k)V'\). The two minus signs cancel:

\[
I(x)=\frac{WV_0}{R_kL_T}
\frac{\sinh[(L_C-x)/L_T]}{\cosh u}.
\]

At the edge this is

\[
I_0=I(0)=\frac{WV_0}{R_kL_T}\tanh u,
\]

so the current can also be written

\[
I(x)=I_0\frac{\sinh[(L_C-x)/L_T]}{\sinh u}.
\]

The edge voltage divided by the edge current is

\[
R_C=\frac{V_0}{I_0}=\frac{R_kL_T}{W}\coth u .
\]

Finally, \(R_kL_T=R_k\sqrt{r_c/R_k}=\sqrt{r_cR_k}\), which gives the stated formula. ∎

The transfer length has a direct meaning. A patch of length \(L_T\) has vertical resistance \(r_c/(WL_T)\) and lateral resistance \(R_kL_T/W\). These are equal because \(r_c=R_kL_T^2\). A high vertical resistivity spreads the current over a longer contact, while a high sheet resistance confines it near the edge.

### Measures of crowding

**Corollary 1.** The vertical current density at the edge, divided by its mean over the contact, is \(u\coth u\). For \(u>1\), the share of the current that crosses within \(L_T\) of the edge is

\[
F=1-\frac{\sinh(u-1)}{\sinh u}.
\]

*Proof.* The edge density is \(V_0/r_c\), and the mean density is \(I_0/(WL_C)\). Their ratio is

\[
\frac{V_0WL_C}{r_cI_0}
=\frac{R_CWL_C}{r_c}
=\frac{R_kL_TL_C}{r_c}\coth u
=\frac{L_C}{L_T}\coth u ,
\]

where the last step uses \(R_k/r_c=1/L_T^2\). The current that has crossed before \(x=L_T\) is \(I_0-I(L_T)\). Dividing by \(I_0\) and using the current profile gives \(F\). ∎

To take the long-contact limit of \(F\), write the ratio with exponentials:

\[
\frac{\sinh(u-1)}{\sinh u}
=e^{-1}\frac{1-e^{-2(u-1)}}{1-e^{-2u}} .
\]

The fraction on the right is below one and tends to one as \(u\) grows. Hence \(F\) exceeds \(1-e^{-1}\), about 63%, for a finite contact and approaches that value for a long one. The transfer length is thus a decay length, and a long contact still passes about 37% of its current beyond it.

**Corollary 2.** Let a probe that draws no current read the channel potential at the far end. The resistance \(R_E=V(L_C)/I_0\) satisfies

\[
\frac{R_C}{R_E}=\cosh\frac{L_C}{L_T}.
\]

*Proof.* The voltage profile gives \(V(L_C)=V_0/\cosh u\). Divide by \(I_0\). ∎

If both resistances are known, this relation gives \(u\), and then \(L_T=L_C/u\). Theorem 1 next gives \(R_k=R_CW\tanh u/L_T\), and the definition of \(L_T\) gives \(r_c=R_kL_T^2\). This route does not require the sheet under the metal to resemble the open channel.

### Short and long contacts

For \(u\ll1\), the series of the hyperbolic functions give

\[
\coth u=\frac{1+u^2/2+\cdots}{u(1+u^2/6+\cdots)}
=\frac1u\left(1+\frac{u^2}{3}+\cdots\right)
=\frac1u+\frac u3+\cdots .
\]

Insert this in \(R_C=(R_kL_T/W)\coth u\), and use \(R_kL_T^2=r_c\):

\[
R_C\simeq\frac{r_c}{WL_C}+\frac{R_kL_C}{3W}.
\]

The first term is the vertical resistance of the whole contact area. The second is one third of the sheet resistance under the metal, because the sheet current is not constant along its path. For \(u\gg1\), in contrast, \(\coth u\to1\) and

\[
R_C\to\frac{\sqrt{r_cR_k}}{W}.
\]

More metal then brings almost no benefit, since the added area receives almost no current.

**Lemma 3.** The power \(I_0V_0\) is the sum of the vertical and lateral dissipation, and the lateral fraction is

\[
\lambda=\frac12-\frac{u}{\sinh 2u}.
\]

*Proof.* By Lemma 2,

\[
-\frac{d(IV)}{dx}=-I'V-IV'
=\frac{W}{r_c}V^2+\frac{R_k}{W}I^2 .
\]

Integrate from \(0\) to \(L_C\). The left side becomes \(I_0V_0\), because \(I(L_C)=0\), and the terms on the right are the two dissipated powers. With \(y=(L_C-x)/L_T\), the lateral power is

\[
\frac{R_kL_TI_0^2}{W\sinh^2u}\int_0^u\sinh^2y\,dy
=\frac{R_kL_TI_0^2}{W\sinh^2u}
\left(\frac{\sinh2u}{4}-\frac u2\right).
\]

The total is \(I_0^2R_C=I_0^2(R_kL_T/W)\cosh u/\sinh u\). Their ratio is

\[
\lambda=\frac{\sinh2u/4-u/2}{\sinh u\cosh u}
=\frac12-\frac{u}{\sinh2u},
\]

since \(\sinh u\cosh u=\sinh2u/2\). ∎

A long contact divides its dissipation equally between the two paths. A short one dissipates mostly in the vertical path.

### A contact with round parameters

Consider a model n-channel device with mobility \(\mu=0.50\ \mathrm{cm^2/(V\,s)}\), gate capacitance per area \(C_i=40\ \mathrm{nF/cm^2}\), and gate overdrive \(V_{ov}=25\) V. The overdrive is the gate voltage, relative to the contact metal, in excess of threshold. At small channel voltage the mobile charge per area is \(C_iV_{ov}\), and the sheet conductance is mobility times this charge. Therefore

\[
R_k=\frac1{\mu C_iV_{ov}}
=\frac{1}{0.50\times40\times10^{-9}\times25}\ \Omega
=2.0\ \mathrm{M\Omega}
\]

per square. The film is 30 nm thick, with \(\sigma_z=4.0\times10^{-6}\) S/cm, and the interface has \(r_i=1.25\ \Omega\,\mathrm{cm^2}\). Lemma 1 gives

\[
r_c=1.25+\frac{3.0\times10^{-6}}{4.0\times10^{-6}}
=1.25+0.75=2.00\ \Omega\,\mathrm{cm^2}.
\]

The transfer length is

\[
L_T=\sqrt{\frac{2.00}{2.0\times10^6}}\ \mathrm{cm}
=1.0\times10^{-3}\ \mathrm{cm}=10\ \mathrm{\mu m}.
\]

It is more than three hundred times the film thickness. The long path along the sheet reflects the large vertical resistivity, not the vertical distance.

Take \(W=1000\ \mathrm{\mu m}=0.10\) cm and \(L_C=15\ \mathrm{\mu m}\), so \(u=1.5\). The long-contact resistance is \(\sqrt{2.00\times2.0\times10^6}/0.10\ \Omega=20\ \mathrm{k\Omega}\). Since \(\coth1.5=1.105\), the actual contact has

\[
R_C=20\times1.105\ \mathrm{k\Omega}=22.1\ \mathrm{k\Omega},
\]

or \(R_CW=2.21\ \mathrm{k\Omega\,cm}\). The edge density is \(1.5\times1.105=1.66\) times the mean. The share crossing in the first 10 µm is \(1-\sinh0.5/\sinh1.5=75.5\%\). The far-end resistance is \(22.1/\cosh1.5=9.39\ \mathrm{k\Omega}\), so the channel voltage at the far end is still 43% of its edge value.

Setting \(\coth u=1.05\) gives the length at which \(R_C\) is 5% above its long-contact value: \(L_C=L_T\,\mathrm{artanh}(1/1.05)=18.6\ \mathrm{\mu m}\). Shortening the contact to 3 µm, with \(u=0.3\), raises \(R_C\) to 68.7 kΩ. The short-contact formula gives the same rounded value: 66.7 kΩ from the vertical term and 2.0 kΩ from the lateral one.

## II. The contact in a transistor, and the limits of the model

### Symbols and results carried over

The contact has length \(L_C\), width \(W\), vertical resistivity \(r_c=r_i+d/\sigma_z\), and sheet resistance \(R_k\) under the metal. The film thickness is \(d\), its vertical conductivity is \(\sigma_z\), and the interface resistivity is \(r_i\). The coordinate \(x\) starts at the channel-side edge. The channel potential relative to the metal is \(V(x)\), and the sheet current is \(I(x)\), with edge values \(V_0\) and \(I_0\). With \(u=L_C/L_T\), Part I established

\[
L_T=\sqrt{\frac{r_c}{R_k}},\qquad
R_C=\frac{R_kL_T}{W}\coth u,\qquad
\lambda=\frac12-\frac u{\sinh2u},
\]

where \(\lambda\) is the fraction of the contact power dissipated laterally. The example has \(R_k=2.0\) MΩ per square, \(r_c=2.00\ \Omega\,\mathrm{cm^2}\), \(L_T=10\) µm, \(L_C=15\) µm, \(W=1000\) µm and \(R_C=22.1\) kΩ.

### What a series of channel lengths measures

**Proposition 1.** Let two equal contacts be joined by an open channel of length \(L\) and sheet resistance \(R_{sh}\). At small drain voltage the total resistance is

\[
R_{tot}=\frac{R_{sh}L}{W}+2R_C .
\]

The straight line through \(R_{tot}(L)\) reaches zero at

\[
L_*=-2\frac{R_k}{R_{sh}}L_T\coth u .
\]

*Proof.* The same current crosses the source contact, the open channel and the drain contact, so their voltages, and hence their resistances, add. Setting the sum to zero gives \(L_*=-2R_CW/R_{sh}\). Insert \(R_CW=R_kL_T\coth u\). ∎

Half the magnitude of the intercept equals \(L_T\) if \(R_k=R_{sh}\) and the contact is long. With equal sheets but \(u=1.5\), the example has \(L_*=-22.1\) µm, and half its magnitude exceeds \(L_T\) by 10%. Unequal sheets can matter more. If \(R_k=3R_{sh}\) at the same \(r_c\) and \(R_{sh}\), then \(L_T=10/\sqrt3=5.8\) µm, while \(L_*=-35.0\) µm. Half the magnitude is 17.5 µm, three times the true transfer length. The line alone cannot reveal this, because it contains the slope \(R_{sh}/W\) and the sum \(2R_C\), but not \(R_k\) separately.

For an open channel of 50 µm with \(R_{sh}=R_k\), the channel contributes \(2.0\times50/1000\ \mathrm{M\Omega}=100\) kΩ. The total is \(100+2\times22.1=144.2\) kΩ, and the contacts supply 30.6% of it.

### Dependence on the gate

So far we have found the transfer length and resistance of a contact with constant \(R_k\) and \(r_c\), and shown that a series of channel lengths does not by itself determine \(L_T\). What remains is the dependence on the gate, followed by the effects of lateral current in the film, finite contact voltage and a vertical path that is not ohmic.

Numbers in the example were calculated in double precision.
